\section*{Comment on using the RPA pair distribution at electron contact}

\section{The argument under review}

The manuscript considers an unpolarized, three-dimensional uniform electron gas at zero temperature and $r_s=2$. It needs the probability of finding two electrons at the same point, and takes it from the random-phase approximation (RPA). Its justification runs as follows: the RPA exchange-correlation energy is within several percent of accurate values; the pair distribution $g(r)$ is the derivative of the energy with respect to the interaction; hence the RPA $g(r)$ should be similarly accurate, including at $r=0$.

The first two statements are acceptable. Does the third follow? I compute the contact value and then ask what the energy says about it. Hartree atomic units are used, with $k_F=1/(\alpha r_s)$, $\alpha=(4/9\pi)^{1/3}$, density $n=k_F^3/3\pi^2$ and $x=q/k_F$.

\section{From the density response to the contact value}

Let $n^2g(r)$ be the density of pairs of distinct electrons at separation $r$, summed over spin. The structure factor for $q\neq0$ is $S(q)=1+n\int d^3r\,[g(r)-1]e^{-i\mathbf q\cdot\mathbf r}$. Inverting the transform at $r=0$ gives
\begin{equation}
g(0)=1+\frac1n\int\!\frac{d^3q}{(2\pi)^3}[S(q)-1]
=1+\frac32\int_0^\infty\!dx\,x^2[S-1],
\label{contact}
\end{equation}
because $(3\pi^2/k_F^3)(4\pi k_F^3/8\pi^3)=3/2$. With $v=4\pi/q^2$, the interaction energy per electron is
\begin{equation}
W=\frac12\int\!\frac{d^3q}{(2\pi)^3}\,v\,[S-1]
=\frac{k_F}{\pi}\int_0^\infty\!dx\,[S-1].
\label{W}
\end{equation}

At imaginary frequency, a density excitation of energy $E$ contributes to the response $\chi$ in proportion to $-2E/(\omega^2+E^2)$. Since $\int_0^\infty d\omega\,2E/(\omega^2+E^2)=\pi$, summing over excitations gives $S=-(\pi n)^{-1}\int_0^\infty d\omega\,\chi(q,i\omega)$.

For free electrons the excitation $\mathbf p\to\mathbf p+\mathbf q$ costs $a=\mathbf p\cdot\mathbf q+q^2/2$. Thus $\chi_0=-nF$, where
\begin{equation}
F=\left\langle\frac{2a}{\omega^2+a^2}\right\rangle
=\frac34\int_{-1}^{1}\!dz\,(1-z^2)\frac{2a}{\omega^2+a^2},
\quad a=k_F^2\left(xz+\frac{x^2}{2}\right).
\label{F}
\end{equation}
The average is over the Fermi sphere, and $z$ is the component of $\mathbf p/k_F$ along $\mathbf q$. Transitions into occupied states may be included: the blocked transition from $\mathbf p$ has a partner from $-(\mathbf p+\mathbf q)$ with energy $-a$, and the two cancel.

The RPA response $\chi=\chi_0/(1-v\chi_0)$ then gives
\begin{equation}
S=\frac1\pi\int_0^\infty\!d\omega\,\frac{F}{1+vnF}.
\label{S}
\end{equation}
Without the denominator, $S_0$ is the fraction of electrons that $\mathbf q$ carries out of the Fermi sphere. This is one minus the overlap fraction of two displaced spheres: $S_0=3x/4-x^3/16$ for $x<2$, and $S_0=1$ beyond. Equation (\ref{contact}) gives
\begin{equation}
g_0(0)=1+\frac32\left(-\frac83+3-\frac23\right)=\frac12 .
\end{equation}
This is the Hartree-Fock value: parallel spins avoid contact and antiparallel spins are uncorrelated.

Measure energies in units of $k_F^2$ and write $f=k_F^2F$. Then
\begin{equation}
vnF=\frac{4\pi}{k_F^2x^2}\,\frac{k_F^3}{3\pi^2}\,\frac{f}{k_F^2}
=\frac{4\alpha r_s}{3\pi x^2}\,f .
\label{scale}
\end{equation}
At fixed $x$ and scaled frequency, $f$ is positive and independent of $r_s$. The integrand of (\ref{S}) therefore falls with $r_s$ and is convex in it. So is $g(0)$, which can cross zero at most once.

\section{First order: what happens to each spin pair}

Expanding (\ref{S}) to first order in $v$ gives $S_1=-(vn/\pi)\int_0^\infty d\omega\,F^2$. For two allowed excitations with energies $a,b>0$, partial fractions yield
\begin{align}
\int_0^\infty\!\frac{4ab\,d\omega}{(\omega^2+a^2)(\omega^2+b^2)}
&=\frac{4ab}{b^2-a^2}\,\frac{\pi}{2}\left(\frac1a-\frac1b\right)
=\frac{2\pi}{a+b}.
\end{align}
Let $J(x)$ be the average of $k_F^2/(a+b)$ over pairs of electrons, with blocked transitions counted as zero. Then
\begin{align}
S_1&=-\frac{2vn}{k_F^2}J=-\frac{8\alpha r_s}{3\pi x^2}J,\\
g(0)&=\frac12-\delta,\qquad
\delta=\frac{4\alpha r_s}{\pi}\int_0^\infty\!dx\,J(x)=0.7317\,r_s .
\label{first}
\end{align}
The coefficient was tested by evaluating both the pair average and the frequency integral.

The spin-averaged function is $g=(g_{\uparrow\uparrow}+g_{\uparrow\downarrow})/2$. The Coulomb interaction does not depend on spin, and the RPA couples total densities, so the change $g-g_0$ is the same for both spin combinations. At first order this means
\begin{equation}
g_{\uparrow\uparrow}(0)=-\delta,\qquad g_{\uparrow\downarrow}(0)=1-\delta .
\end{equation}
For antiparallel spins the direct term is the complete first-order result, since there is no exchange between them. For parallel spins, antisymmetry of the wavefunction requires zero. The correct expansion is therefore $g(0)=(1-\delta)/2$, with slope $-0.366$ per unit $r_s$; the RPA slope is twice as large.

This defect is not confined to low density. Beyond first order,
\begin{equation}
S-S_0=-\frac1\pi\int_0^\infty\!d\omega\,\frac{vnF^2}{1+vnF}<0 ,
\end{equation}
so the RPA parallel-spin contact value is negative at every $r_s>0$. The antiparallel part initially hides this in the spin average.

\section{The contact value with all rings retained}

The linear formula (\ref{first}) would vanish at $r_s=0.683$. By convexity the full curve lies above this tangent, so its zero comes later. Numerical integration of (\ref{S}) and (\ref{contact}) places it at $r_s=0.782$. The contact value is $0.169$ at $r_s=0.5$, $-0.126$ at $r_s=1$, $-0.659$ at $r_s=2$ and $-1.599$ at $r_s=4$.

At the manuscript's density the change from Hartree-Fock is $-0.659-0.5=-1.159$. Hence $g_{\uparrow\uparrow}(0)=-1.159$ and $g_{\uparrow\downarrow}(0)=1-1.159=-0.159$: even the antiparallel part has become negative. A pair density cannot be negative, so the quantity cannot serve as a contact probability.

This is not an error of frequency integration. Diagonalizing the coupled particle-hole oscillators at $r_s=2$ gives $S=0.1648$, $0.7909$ and $0.9887$ at $x=0.5$, $1.5$ and $3$, in agreement with (\ref{S}).

\section{The short-distance condition that fails}

For $q\gg k_F$, $S_0=1$ and every excitation energy tends to $q^2/2$. The first-order term then gives
\begin{equation}
S-1\simeq-2vn\,\frac{1}{q^2}=-\frac{8\pi n}{q^4};
\label{tail}
\end{equation}
higher orders carry further factors of $vnF$, which are small here. A term $g'(0)r$ in $g$ produces such a tail. Since $\nabla^2r=2/r$ and $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, we have $\nabla^4r=-8\pi\delta(\mathbf r)$, so the tail of $S-1$ is $-8\pi n\,g'(0)/q^4$. Thus the RPA has $g'(0)=1$ per bohr at every $r_s$.

The Schr\"odinger equation demands something else. As two antiparallel electrons meet, their relative wavefunction obeys $-\nabla^2\phi+\phi/r=\text{finite}$. Setting $\phi=\phi_0(1+\beta r)$, cancellation of the $1/r$ terms requires $2\beta=1$. Therefore $|\phi|^2=|\phi_0|^2(1+r+\dots)$ and $g'(0)=g(0)$ per bohr. Parallel spins start at order $r^2$ and do not alter this relation.

The RPA slope is that of pairs scattered once from an uncorrelated contact density of one, with exchange ignored. The true slope is proportional to the contact density that actually remains. Repeated scattering of the same pair, which would reduce the slope as contact becomes rarer, is missing.

\section{What the energy does and does not test}

To obtain the correlation energy, multiply $v$ by $\lambda$ and integrate the interaction energy over $0<\lambda<1$ at fixed density. Using $\int_0^1d\lambda\,F/(1+\lambda vnF)=\ln(1+vnF)/(vn)$,
\begin{align}
\varepsilon_c&=\frac12\int\!\frac{d^3q}{(2\pi)^3}\,v
\int_0^1\!d\lambda\,(S_\lambda-S_0)\nonumber\\
&=\frac{1}{2\pi n}\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!d\omega\,
\left[\ln(1+vnF)-vnF\right].
\label{ring}
\end{align}
Differentiating with respect to $v(q)$ returns $(S-S_0)/2$ under the momentum integral. The manuscript is right that $g$ is the derivative of this energy. But a good value of a functional does not guarantee a good derivative in every direction. Add a weak contact repulsion $A\,\delta(\mathbf r)$, $A>0$: the energy per electron should rise by $nA\,g(0)/2$, yet for $r_s>0.782$ the RPA predicts a fall.

Three properties limit the damage to the Coulomb energy.

\emph{Weight.} Equation (\ref{contact}) weights $S-1$ by $x^2$, while (\ref{W}) weights it by one. At $r_s=2$, wavevectors below $2k_F$ supply 88\% of the correlation part of $W$ but 42\% of the change in $g(0)$. In real space the energy weight is $4\pi r^2/r\propto r$, which vanishes at contact.

\emph{Charge.} At small $q$ and $\omega\gg qk_F$, $F\simeq2\langle a\rangle/\omega^2=q^2/\omega^2$. With $\omega_p^2=4\pi n$,
\begin{equation}
S\simeq\frac{q^2}{\pi}\int_0^\infty\!\frac{d\omega}{\omega^2+\omega_p^2}
=\frac{q^2}{2\omega_p}.
\end{equation}
Frequencies below about $qk_F$ add only order $q^3$, because the integrand of (\ref{S}) is less than $1/(vn)=q^2/4\pi n$. Hence $S\to0$ and $n\int d^3r\,(g-1)=-1$, as for the true hole. The error in $g$ integrates to zero: excess depletion in one region must be repaid elsewhere.

\emph{Coupling average.} By (\ref{scale}), $S_\lambda$ depends on $\lambda r_s$ alone at fixed $x$. The contact value of the averaged hole is $r_s^{-1}\int_0^{r_s}ds\,g(0;s)$, which includes the less damaged weak-coupling values. It vanishes at $r_s=1.60$. At $r_s=2$ it is $-0.111$, still invalid but much closer to zero than $-0.659$. The energy shows the same softening. The correlation part of $W$ equals $2\varepsilon_c+r_s\,d\varepsilon_c/dr_s$; against the reference used below, its RPA error at $r_s=2$ is $-0.031$ hartree, about 10\% of $W$, compared with about 6\% for the coupling-averaged energy.

\section{Numbers at the manuscript's density}

For $r_s=2$, $k_F=1/(0.52106\times2)=0.9596$ bohr$^{-1}$ and $n=0.02984$ bohr$^{-3}$. The exchange part of (\ref{W}) is
\begin{equation}
\frac{k_F}{\pi}\left(\frac32-\frac14-2\right)=-\frac{3k_F}{4\pi}
=-0.2291\ \text{hartree}.
\end{equation}
Adding the correlation part, $-0.1004$, gives $W=-0.3295$ hartree per electron.

The RPA $g$ is negative for $r<r_0=0.743$ bohr. Replacing it there by a straight line from $g(0)$ to zero estimates the energy carried by the negative values of $g$, measured from $g=0$, as
\begin{equation}
2\pi n\int_0^{r_0}\!dr\,r\,g(0)\left(1-\frac{r}{r_0}\right)
=\frac{\pi n}{3}g(0)r_0^2\approx-0.011\ \text{hartree}.
\end{equation}
The full integral is $-0.0106$ hartree, or 3.2\% of $W$. This is the energy gained by going below the lowest allowed value, $g=0$. It is not the whole contribution of $r<r_0$ to $W$, whose integrand is $2\pi n\,r\,(g-1)$ and adds a further $-\pi n r_0^2=-0.052$ hartree, and it is not the RPA energy error, since $g$ is also wrong where it is positive. Nor is setting $g=0$ there a remedy: it would leave the hole with less than unit charge.

The change $g-g_0$ removes 0.257 electron from within 2.74 bohr and returns it outside. The corresponding interaction energies are $-0.1188$ and $+0.0183$ hartree: the returned charge lies farther out, where $1/r$ is smaller, and offsets only part of the energy. These numbers describe the RPA correlation hole $g-g_0$, not the error of $g$ against the exact hole, whose compensation is not computed here.

How reasonable is the total? Take as reference the Perdew-Wang parametrization, a fit to quantum Monte Carlo data and known limits. At $r_s=2$, (\ref{ring}) gives $\varepsilon_c=-0.0618$ hartree against $-0.0448$. The difference, $-0.0170$ hartree or $-0.46$ eV per electron, is 38\% of the reference correlation energy but 6.2\% of exchange plus correlation. The last digits depend on the fit chosen: the Perdew-Zunger parametrization gives $-0.0451$ hartree, 37\% and 6.1\%. Exchange, which the RPA contains in full through $S_0$, dominates the sum.

The second percentage grows from 2.1 at $r_s=0.5$ to 11.9 at $r_s=5$, so the agreement weakens with dilution. Between $r_s=1$ and $5$ the reference correlation energy changes by $0.0316$ hartree and the RPA error by only about $0.005$. Energy differences between these densities therefore benefit from cancellation. That slow variation is a numerical finding here, not a consequence of the three properties above.

\section{Requested revision}

The energy comparison may stay, with the correlation error stated separately. The contact probability must be recomputed with a method that accounts for exchange between parallel spins and for repeated short-range scattering between antiparallel ones, whether explicitly or through an effective short-range correction. Checking $g_{\uparrow\uparrow}(0)=0$, $g(0)\ge0$ and $g'(0)=g(0)$ per bohr would test the part of the pair distribution that the manuscript uses. These conditions are necessary, but they do not fix the value of $g(0)$. The numerical output gives the values at the other densities.

\section*{Computed results}
\begin{verbatim}
alpha = 0.52106; 1 hartree = 27.2114 eV
first-order slope of RPA g(0), pair sum: -0.7317 per unit rs
same slope, frequency integral: -0.7317 per unit rs
true first-order slope of g(0), half of it: -0.3658
linear estimate of the RPA zero: rs = 0.683
RPA g(0) = 0 at rs = 0.782
coupling-averaged RPA g(0) = 0 at rs = 1.600
rs, RPA g(0), coupling-averaged RPA g(0) (dimensionless):
  0.1    0.4292    0.4643
  0.5    0.1693    0.3303
  1.0   -0.1258    0.1750
  2.0   -0.6594   -0.1113
  3.0   -1.1453   -0.3760
  4.0   -1.5990   -0.6256
  5.0   -2.0288   -0.8636
Worked example rs = 2.0: kF = 0.9596 1/bohr
density = 0.02984 1/bohr^3; plasma freq. = 0.6124 hartree
x = q/kF, S Hartree-Fock, S RPA, S RPA from oscillator modes:
  0.5  0.3672  0.1648  0.1648
  1.5  0.9141  0.7909  0.7909
  3.0  1.0000  0.9887  0.9887
S / plasmon limit at x = 0.05: 0.9984
(1-S) q^4/(8 pi n) at x = 40: 1.0002
RPA slope g'(0) = 1.000 1/bohr
two-electron equation: g'(0)/g(0) = 1.004 1/bohr
g < 0 for r below 0.743 bohr (kF r = 0.713)
exchange interaction energy = -0.2291 hartree/electron
correlation interaction energy = -0.1004 hartree/electron
their sum = -0.3295 hartree/electron
part from region g < 0 = -0.01062 hartree/electron
  as share of the sum: 3.22 %
share of q < 2kF in g(0) - 1/2: 41.6 %
share of q < 2kF in correlation interaction: 88.4 %
delta g first changes sign at r = 2.739 bohr
integral of n*delta g inside: -0.2572 electrons
integral of n*delta g, all space: 0.0002 electrons
correlation interaction inside: -0.1188 hartree/electron
correlation interaction outside: 0.0183 hartree/el.
rs, exchange, RPA corr., PW92 corr., RPA-PW92 (hartree/electron),
  then error as % of PW92 corr. and % of exchange + PW92 corr.:
  0.5  -0.9163  -0.0973  -0.0766  -0.0207   27.0    2.1
  1.0  -0.4582  -0.0788  -0.0598  -0.0190   31.8    3.7
  2.0  -0.2291  -0.0618  -0.0448  -0.0170   38.1    6.2
  3.0  -0.1527  -0.0528  -0.0369  -0.0158   42.8    8.3
  4.0  -0.1145  -0.0468  -0.0319  -0.0149   46.9   10.2
  5.0  -0.0916  -0.0425  -0.0282  -0.0143   50.5   11.9
RPA-PW92 at rs = 2: -0.464 eV/electron
\end{verbatim}
